# From the static-kernel Bethe-Salpeter equation to the A, B eigenproblem

## 1. What is missing without an eigenproblem

A gap between quasiparticle energies, $\varepsilon_a-\varepsilon_i$, is the cost of removing an electron, $-\varepsilon_i$, plus the cost of adding one, $\varepsilon_a$, each in a separate process. It leaves out the interaction between the excited electron and the hole it leaves behind. The Bethe-Salpeter equation supplies this interaction, but as an equation for a response function, which for a static kernel $\Xi$ depends on a single frequency, $L(\omega)$:

$$L=L_0+L_0\,\Xi\,L .$$

In this form excitation energies are poles, to be hunted by solving the equation at one frequency after another. The obvious remedy, writing $L^{-1}=L_0^{-1}-\Xi$ and diagonalizing, fails at first sight: on the space of all orbital pairs $L_0$ has zeros on its diagonal and no inverse. The cure is to find the pairs on which $L$ lives and to invert there.

## 2. Conventions and the static kernel

Atomic units are used. The spin orbitals $\varphi_p$ may be complex; $i,j$ are occupied, $a,b$ virtual, and $p,q,r,s$ arbitrary. The density matrix is $\rho_{pq}=\langle c_q^\dagger c_p\rangle$, so that $\rho(x,x')=\sum_{pq}\varphi_p(x)\varphi_q^*(x')\rho_{pq}$. Coulomb integrals are

$$(pq|rs)=\iint \varphi_p^*(x)\varphi_q(x)\,v(x,x')\,\varphi_r^*(x')\varphi_s(x')\,dx\,dx',$$

and $(pq|W|rs)$ has $W$ in place of $v$.

The time-ordered Green function is $G(1,2)=-i\langle T\psi(1)\psi^\dagger(2)\rangle$. At equal times, with the creation operator later, the ordering gives a minus sign, so $G(t,t^+)=i\rho$. We assume that $G$ is diagonal in the orbitals, with one real quasiparticle energy each and a gap around $\mu$:

$$G_p(\omega)=\frac{1}{\omega-\varepsilon_p+i\eta\,\mathrm{sgn}(\varepsilon_p-\mu)} .$$

Now add a weak, possibly nonlocal, potential $\delta U$. The inverse Green function changes by $-(\delta U+\delta\Sigma)$, where $\Sigma$ includes the Hartree potential. Varying $GG^{-1}=1$ gives

$$\delta G=-G\,\delta(G^{-1})\,G=G(\delta U+\delta\Sigma)G .$$

For $\delta\Sigma$ we take the Hartree term and the screened exchange $iGW$, hold $W$ fixed during the variation, and use its zero-frequency value. A frequency-independent $W$ is instantaneous, so only the equal-time $G$ enters, and $i\cdot i\,\delta\rho=-\delta\rho$:

$$\delta\Sigma(x,x')=\delta(x-x')\!\int\! v(x,y)\,\delta\rho(y,y)\,dy-W(x,x')\,\delta\rho(x,x').$$

Two approximations have been made here: $\delta W/\delta G$ is dropped, and the frequency dependence of $W$ is dropped.

Take matrix elements and insert the expansion of $\delta\rho$. In the first term $\varphi_r\varphi_s^*$ sits at one point; in the second, $\varphi_r$ joins $\varphi_p^*$ and $\varphi_s^*$ joins $\varphi_q$. Hence

$$\delta\Sigma_{pq}=\sum_{rs}\Xi_{pq,rs}\,\delta\rho_{rs},\qquad \Xi_{pq,rs}=(pq|sr)-(pr|W|sq).$$

## 3. The bare pair response

Let $\delta U$ vary as $e^{-i\omega t}$. In $\delta G_{pq}(t,t^+)$ the integral over the intermediate time forces the frequencies of the two Green functions to differ by $\omega$. Since $\delta\rho=-i\,\delta G(t,t^+)$,

$$\delta\rho_{pq}=L_{0,pq}(\omega)\,(\delta U+\delta\Sigma)_{pq},\qquad L_{0,pq}(\omega)=-i\int\frac{d\omega'}{2\pi}\,G_p(\omega'+\omega)\,G_q(\omega').$$

The integrand falls as $1/\omega'^2$, so the contour may be closed in either half-plane.

- **$p=a$, $q=i$.** $G_a$ has its pole below the axis and $G_i$ has its pole above, at $\omega'=\varepsilon_i+i\eta$. Closing above gives $2\pi i$ times the residue:
$$L_{0,ai}=-i\cdot\frac{i}{\varepsilon_i+\omega-\varepsilon_a+i\eta}=\frac{1}{\omega-\Delta_{ai}+i\eta},\qquad \Delta_{ai}=\varepsilon_a-\varepsilon_i .$$
- **$p=i$, $q=a$.** Now $G_i(\omega'+\omega)$ has the upper pole, at $\omega'=\varepsilon_i-\omega+i\eta$:
$$L_{0,ia}=-i\cdot\frac{i}{\varepsilon_i-\omega-\varepsilon_a+i\eta}=\frac{-1}{\omega+\Delta_{ai}-i\eta}.$$
- **Both occupied or both virtual.** Both poles lie on the same side. Closing on the other side gives zero.

Sharp occupations and single-pole Green functions are essential to the last case. If $G_p$ had satellites on both sides of $\mu$, or if the levels were fractionally filled, these pairs would in general contribute.

## 4. Projection

Insert $\delta\Sigma=\Xi\,\delta\rho$ and define $L$ by $\delta\rho=L\,\delta U$. This gives $L=L_0+L_0\Xi L$, an equation at a single frequency. It closes because the kernel is instantaneous; a frequency-dependent $W$ would require $\delta G$ at two different times.

Solve without inverting $L_0$: $(1-L_0\Xi)L=L_0$. From the identity $(1-L_0\Xi)L_0=L_0(1-\Xi L_0)$ it follows, away from poles, that

$$L=(1-L_0\Xi)^{-1}L_0=L_0(1-\Xi L_0)^{-1},$$

so $L=L_0+L\,\Xi L_0$ holds as well. The equation $L=L_0+L_0\Xi L$ has $L_0$ on the left of each term: the rows of $L$ vanish for occupied-occupied and virtual-virtual pairs. The equation $L=L_0+L\,\Xi L_0$ has $L_0$ on the right of each term: the columns vanish too.

The elements of $\Xi$ that join the discarded pairs to the others need not vanish. They drop out because each meets a zero of $L_0$ or of $L$. The projection is therefore no further approximation once the assumptions of Sections 2 and 3 are made.

## 5. The inverse and its blocks

On the remaining pairs $L_0$ is diagonal and invertible. List first all $ai$, then all $ia$ in the same order. The inverses are $\omega-\Delta+i\eta$ and $-\omega-\Delta+i\eta$, so

$$L_0^{-1}=\omega N-D+i\eta,\qquad N=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad D=\begin{pmatrix}\Delta&0\\0&\Delta\end{pmatrix}.$$

The sign in $N$ comes from the reversed order of the pair; the energy differences enter $D$ with the same sign. Multiplying the projected equation by $L_0^{-1}$ from the left and $L^{-1}$ from the right gives $L^{-1}=L_0^{-1}-\Xi$. With the infinitesimal understood,

$$L(\omega)=[\omega N-M]^{-1},\qquad M=D+\Xi .$$

The upper blocks follow by putting indices into $\Xi_{pq,rs}$. With $(p,q,r,s)=(a,i,b,j)$ and then $(a,i,j,b)$,

$$A_{ai,bj}=\Delta_{ai}\,\delta_{ab}\delta_{ij}+(ai|jb)-(ab|W|ji),$$
$$B_{ai,bj}=(ai|bj)-(aj|W|bi).$$

For the lower blocks use $(pq|rs)^*=(qp|sr)$ and $(pq|rs)=(rs|pq)$. Both hold for $W$ because the static screened interaction is real and symmetric. Then

$$\Xi_{ia,bj}=(ia|jb)-(ib|W|ja)=B^*_{ai,bj},$$
$$\Xi_{ia,jb}=(ia|bj)-(ij|W|ba)=A^*_{ai,bj}-\Delta_{ai}\,\delta_{ab}\delta_{ij}.$$

The same rules give $A^\dagger=A$ and $B^T=B$, so $M$ is Hermitian:

$$M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}.$$

Since $N^2=1$, we have $\omega N-M=N(\omega-NM)$, and therefore

$$L(\omega)=(\omega-H)^{-1}N,\qquad H=NM=\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}.$$

The poles of $L$ are the eigenvalues of the effective two-particle Hamiltonian $H$:

$$\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix}.$$

In $A$, $-(ab|W|ji)$ is the screened attraction between electron and hole, and $(ai|jb)$ is the unscreened interaction between transition densities. $B$ couples each pair $ai$ to the reversed pairs $jb$, in general to many of them and not only to its own partner $ia$.

## 6. Real roots and the spectral form

$H$ is not Hermitian, so real roots need a reason. Suppose $M$ is positive definite. Write $\zeta=(X,Y)$; the eigenproblem is $M\zeta=\Omega N\zeta$. With $\zeta=M^{-1/2}u$ it becomes

$$M^{-1/2}NM^{-1/2}\,u=\Omega^{-1}u .$$

The matrix on the left is Hermitian and invertible. Hence each $\Omega$ is real and non-zero, and the $u_n$ can be chosen as a complete orthogonal set. Orthogonality of $u_m$ and $u_n$ means $\zeta_m^\dagger M\zeta_n=0$, and so $\zeta_m^\dagger N\zeta_n=0$.

For $m=n$, $\zeta^\dagger M\zeta=\Omega\,\zeta^\dagger N\zeta$ is positive, so $\zeta^\dagger N\zeta$ has the sign of $\Omega$. We normalize

$$\zeta_n^\dagger N\zeta_n=X_n^\dagger X_n-Y_n^\dagger Y_n=\sigma_n,\qquad \sigma_n=\mathrm{sgn}\,\Omega_n .$$

Then $\sum_n\sigma_n\zeta_n\zeta_n^\dagger N=1$, since the left side returns each $\zeta_m$ unchanged. Put this between $(\omega-H)^{-1}$ and $N$:

$$L(\omega)=\sum_n\frac{\sigma_n\,\zeta_n\zeta_n^\dagger}{\omega-\Omega_n}.$$

Complex conjugation of the two rows of the eigenproblem shows that $(Y^*,X^*)$ is a solution with eigenvalue $-\Omega$. The roots come in pairs, and the positive ones are the excitation energies of the model.

If $M$ is not positive definite, this argument fails. For one pair with real $A$ and $B$, $\Omega^2=A^2-B^2$, and $|B|>|A|$ makes $\Omega$ imaginary: the reference state is then unstable within this kernel. Real roots do not prove stability: for $A<-|B|$ the roots are real, but $M$ is negative definite and the positive root has $X^2-Y^2<0$, so it is not an excitation energy. The H$_2$ model of Section 9 shows both cases when stretched: its triplet root is imaginary at 3 bohr, and real again, with negative norm, at 3.5 bohr.

**Polarizability.** A field $\mathcal E$ along $z$ acts on electrons as $\delta U=\mathcal E z$, and their dipole is $-z$. Let $d$ be the vector of elements $z_{pq}$ on the kept pairs. Then $\alpha=-d^\dagger Ld$. The partners $\pm\Omega$ have equal $|\zeta^\dagger d|^2$ because $z$ is Hermitian. At imaginary frequency their terms add as $1/(\Omega-i\nu)+1/(\Omega+i\nu)$, so

$$\alpha(i\nu)=\sum_{\Omega_n>0}\frac{2\Omega_n\,|\zeta_n^\dagger d|^2}{\Omega_n^2+\nu^2}.$$

## 7. Closed shells, real orbitals, and $B=0$

For real orbitals, add and subtract the two rows of the eigenproblem:

$$(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y).$$

Apply $A-B$ to the first and use the second: $(A-B)(A+B)(X+Y)=\Omega^2(X+Y)$. For real blocks the combinations $X\pm Y$ split $M$ into $A+B$ and $A-B$, so both are positive definite when $M$ is, and $(A-B)^{1/2}$ exists and is invertible. Setting $X+Y=(A-B)^{1/2}Z$ gives a Hermitian problem of half the size,

$$(A-B)^{1/2}(A+B)(A-B)^{1/2}Z=\Omega^2Z .$$

In a closed shell, consider the pairs $\uparrow\uparrow$ and $\downarrow\downarrow$ built from the same spatial orbitals. The bare term couples equal and opposite spins alike. The $W$ terms couple only equal spins. In the sum of the two pairs the bare term counts twice; in the difference it cancels. With spatial orbitals,

$$A_{ia,jb}=\Delta_{ai}\delta_{ab}\delta_{ij}+\kappa\,(ia|jb)-(ij|W|ab),\qquad B_{ia,jb}=\kappa\,(ia|jb)-(ib|W|ja),$$

with $\kappa=2$ for singlets and $\kappa=0$ for triplets. The spin-flip pairs have no bare term and give the other two components of each triplet.

Setting $B=0$ is the Tamm-Dancoff approximation. For positive definite $M$ its lowest root lies at or above the lowest full root $\Omega_1$. To see this, expand a trial vector as $\zeta=\sum_nc_n\zeta_n$ with $\zeta^\dagger N\zeta>0$:

$$\frac{\zeta^\dagger M\zeta}{\zeta^\dagger N\zeta}=\frac{\sum_n|c_n|^2|\Omega_n|}{\sum_n\sigma_n|c_n|^2}\ \ge\ \Omega_1 .$$

Choosing $Y=0$ and $X$ as the lowest eigenvector of $A$ makes the left side the lowest Tamm-Dancoff root.

## 8. The screened integrals

The static $W$ obeys $W=v+v\chi_0W$. The density response $\chi_0$ follows from $L_0$ at $\omega=0$, where both pair orders give $-1/\Delta$. For a closed shell with real orbitals the two orders and the two spins contribute equally, so the factor is $-4/\Delta_{ai}$ for each spatial pair. In matrix form, with $V$ the bare integrals,

$$W_{pq,rs}=V_{pq,rs}-4\sum_{ia}V_{pq,ia}\,\Delta_{ai}^{-1}\,W_{ia,rs}.$$

Let $pq$ run over occupied-virtual pairs and let $K_{ia,jb}=(ia|jb)$. Then $(1+4K\Delta^{-1})W_{\rm ov}=V_{\rm ov}$. Because $1+4K\Delta^{-1}=(\Delta+4K)\Delta^{-1}$, we get $W_{\rm ov}=\Delta(\Delta+4K)^{-1}V_{\rm ov}$. Inserting this above,

$$W_{pq,rs}=V_{pq,rs}-4\sum_{ia,jb}V_{pq,ia}\,[(\Delta+4K)^{-1}]_{ia,jb}\,V_{jb,rs}.$$

## 9. One pair: H$_2$ in a minimal basis

Take H$_2$ at 1.4 bohr in the STO-3G basis, with Hartree-Fock orbital energies as quasiparticle energies. There is one occupied and one virtual orbital. Five decimals are carried so that the arithmetic can be followed; the last may differ by rounding. In hartree, the Hartree-Fock calculation gives

$$\Delta=0.67027+0.57820=1.24847,\quad (ia|ia)=0.18126,\quad (ii|aa)=0.66356 .$$

The direct attraction is not screened here: $\varphi_i$ is even and $\varphi_a$ odd under inversion, so $(ii|ia)=0$ and the correction in Section 8 vanishes. This is a feature of the minimal basis. The other integral is screened:

$$(ia|W|ia)=\frac{K\Delta}{\Delta+4K}=\frac{0.18126\times1.24847}{1.97351}=0.11467 .$$

For the singlet,

$$A=1.24847+2(0.18126)-0.66356=0.94742,\quad B=2(0.18126)-0.11467=0.24785,$$
$$\Omega=\sqrt{A^2-B^2}=\sqrt{0.89760-0.06143}=0.91443\ \text{hartree}\ (24.9\ \text{eV}).$$

For the triplet, $A=1.24847-0.66356=0.58491$ and $B=-0.11467$, so $\Omega=0.57356$ hartree (15.6 eV). These values belong to the minimal basis and are far from converged: in aug-cc-pVTZ the same equations give 12.8 eV for the lowest singlet and 10.5 eV for the lowest triplet, and the polarizabilities found below, 2.90 and 2.23 bohr$^3$, become 6.0 and 3.2 bohr$^3$.

The first row of the eigenproblem gives $Y/X=(\Omega-A)/B$, which is $-0.133$ for the singlet. With $X^2-Y^2=1$ this yields $X=1.009$ and $Y=-0.134$. In the triplet $B$ has the other sign, and so has $Y$: $X=1.005$, $Y=0.099$.

**What $B$ does.** The singlet vector $d$ has both components equal to $\sqrt2\,z_{ia}$, with $|z_{ia}|=0.93102$ bohr. Multiplying $(A-B)(X-Y)=\Omega(X+Y)$ by $X+Y$ gives $\Omega(X+Y)^2=A-B$. Hence

$$\alpha(i\nu)=\frac{4z_{ia}^2(A-B)}{\Omega^2+\nu^2},\qquad \alpha(0)=\frac{4z_{ia}^2}{A+B}=\frac{3.4672}{1.1953}=2.90\ \text{bohr}^3 .$$

At $\nu=0.5$ hartree the value is 2.23 bohr$^3$. Setting $B=0$ would give $\alpha(0)=3.4672/0.94742=3.66$ bohr$^3$, 26% above the full value, while the excitation energy would rise by only 3.6%. The reason is in the formulas: for small $B/A$ the energy changes by $-B^2/2A$, at second order, but $\alpha(0)$ changes at first order. A good Tamm-Dancoff energy therefore does not guarantee a good response.

**Two limits.** For large $\nu$, $\alpha(i\nu)\to4z_{ia}^2(A-B)/\nu^2$. The bare term cancels in $A-B=\Delta-(ii|W|aa)+(ia|W|ia)$, so the tail depends on the orbital gap and the screened terms. The second limit is not reached by stretching H$_2$, whose even and odd orbitals stay spread over both atoms; it concerns a pair whose two orbitals sit on different centres. If such $\varphi_i$ and $\varphi_a$ cease to overlap, their product vanishes, and with it $(ia|ia)$, $(ia|W|ia)$ and $B$. Singlet and triplet then meet at $\Omega=\Delta-(ii|W|aa)$: the gap less the attraction of two separated charges.

## 10. Many pairs: water

Take water with O-H lengths of 0.96 Å and an angle of 104.5°, in the 6-31G basis, again with Hartree-Fock orbital energies, which also enter $W$. There are 5 occupied and 8 virtual spatial orbitals, hence 26 spin orbitals and $26^2=676$ ordered pairs. The projection keeps $2\times10\times16=320$ of them.

Numerical diagonalization gives 0.336 hartree as the lowest eigenvalue of $M$. It is positive, so Section 6 applies. The lowest roots, in hartree, are:

| | $A$ and $B$ | $B=0$ |
|---|---|---|
| singlet | 0.3821 | 0.3829 |
| triplet | 0.3508 | 0.3517 |

The full roots correspond to 10.4 eV and 9.5 eV. The smallest orbital gap is 0.704 hartree, so the kernel lowers the first singlet to little more than half of the gap. Setting $B=0$ raises these two roots by less than 0.3%, in the direction the bound requires.

Replacing $W$ by $v$ throughout turns the equation into time-dependent Hartree-Fock and gives 0.343 hartree for the lowest singlet. Screening thus raises this root by 0.039 hartree. Nearly all of this comes from the weaker electron-hole attraction: screening $A$ alone raises the root by 0.038 hartree, screening $B$ alone by 0.001 hartree.

The sum over roots gives $\alpha_{zz}(0)=4.03$ bohr$^3$ along the symmetry axis, and 2.58 bohr$^3$ at $\nu=0.5$ hartree.

These numbers illustrate the equations and do not predict spectra. They move strongly with the basis: in aug-cc-pVTZ the lowest singlet and triplet of water fall to 9.2 eV and 8.8 eV, the smallest orbital gap to 0.540 hartree (the singlet is then 0.63 of it), the shift due to screening to 0.022 hartree, and $\alpha_{zz}$ rises to 7.9 bohr$^3$ at $\nu=0$ and 5.3 bohr$^3$ at $\nu=0.5$ hartree. The Hartree-Fock energies lack the correlation part of the quasiparticle energies, the bases are small, and the kernel omits both the frequency dependence of $W$ and its change with $G$.
